# Tetragonal strain against hopping: orbital polarisation of a quarter-filled e_g dimer, part 1

(Sections cited here and not found follow in the second part.)

## First half: strain, ligands and independent electrons

### What symmetry and dimensions fix

Take two neighbouring metal ions in a perovskite film. Each carries the two $e_g$ orbitals $3z^2-r^2$ and $x^2-y^2$, with $z$ along the film normal. Two sites, two orbitals and two spins make eight spin-orbitals; quarter filling means two electrons, one per site on average. The orbital polarisation per electron is

$$P=\frac{n_{3z^2-r^2}-n_{x^2-y^2}}{2},\qquad -1\le P\le 1, \tag{1}$$

where each $n$ is summed over both sites and both spins.

Three energies enter: the strain splitting

$$\Delta=E(3z^2-r^2)-E(x^2-y^2),$$

the hopping $t>0$ and the on-site repulsion $U$. Since $P$ has no dimension, it can depend on their ratios alone:

$$P=F_a\!\left(\frac{\Delta}{t},\frac{U}{t}\right).$$

The label $a$ is the direction of the bond, and symmetry shows why it matters. Treat the two orbitals as a pseudospin, with Pauli matrices $\tau_1,\tau_3$ and $\tau_3=+1$ for $3z^2-r^2$. The indices 1 and 3 are directions in orbital space, not in the crystal. A real, symmetric one-electron operator on the doublet is a combination of $1$, $\tau_1$ and $\tau_3$.

Interchanging $x$ and $y$ reverses the sign of $x^2-y^2$, and so reverses $\tau_1$. Tetragonal strain is unchanged by this interchange, so it can enter only through $1$ and $\tau_3$. A bond along $x$ is not unchanged, so it may contain $\tau_1$. A bond along $z$ may not. Strain and hopping therefore pull along different directions in orbital space for an in-plane bond, and along the same line for a vertical bond. In the first case the orbital state can turn gradually. In the second the two orbitals are not mixed, so on an isolated bond without Hund's coupling the state can change only by a jump.

### Directed orbitals and their vectors

With a common normalisation, the two orbitals are proportional to

$$\frac{2z^2-x^2-y^2}{2},\qquad \frac{\sqrt3}{2}(x^2-y^2).$$

The combination with coefficients $-\tfrac12$ and $\tfrac{\sqrt3}{2}$ is

$$-\frac{2z^2-x^2-y^2}{4}+\frac34(x^2-y^2)=x^2-\frac{y^2+z^2}{2},$$

which is the orbital $3x^2-r^2$ in the same normalisation. Its coefficient vector is $d_x=(-\tfrac12,\tfrac{\sqrt3}{2})$. Interchanging $x$ and $y$ gives $d_y=(-\tfrac12,-\tfrac{\sqrt3}{2})$, and $d_z=(1,0)$.

The projector onto $3x^2-r^2$ is

$$\mathcal P_x=d_xd_x^T=\begin{pmatrix}\tfrac14&-\tfrac{\sqrt3}{4}\\-\tfrac{\sqrt3}{4}&\tfrac34\end{pmatrix}
=\frac12\left(1-\frac{\sqrt3}{2}\tau_1-\frac12\tau_3\right).$$

All three projectors have the form

$$\mathcal P_a=\tfrac12(1+\mathbf n_a\cdot\boldsymbol\tau), \tag{2}$$

with, in components $(1,3)$,

$$\mathbf n_x=\left(-\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\mathbf n_y=\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\mathbf n_z=(0,1).$$

These unit vectors lie $120^\circ$ apart and add to zero. A threefold rotation that permutes the crystal axes turns orbital space by $120^\circ$.

### Strain and hopping from the same ligands

Each metal ion sits in an octahedron of six oxygen ions. Keep from each oxygen the $p$ orbital that points along its metal–oxygen axis. Take the metal level as the zero of energy; this orbital lies at $-\Delta_{ct}$, with $\Delta_{ct}>0$. It couples with strength $V_a$ to the directed metal orbital $3a^2-r^2$ and not to the other $e_g$ combination. Other ligand orbitals and the electrostatic part of the crystal field are left out.

Let $B$ be the matrix of couplings from ligand to metal orbitals. A state with metal amplitudes $d$, ligand amplitudes $\ell$ and energy $E$ obeys

$$Ed=B\ell,\qquad E\ell=B^Td-\Delta_{ct}\,\ell .$$

The second equation gives $\ell=B^Td/(E+\Delta_{ct})$, and hence

$$E\,d=\frac{BB^T}{E+\Delta_{ct}}\,d. \tag{3}$$

When $E\ll\Delta_{ct}$, the effective metal Hamiltonian is $BB^T/\Delta_{ct}$. Define

$$t_a=\frac{V_a^2}{\Delta_{ct}}.$$

Each ligand on axis $a$ then raises its directed orbital by $t_a$. There are two ligands per axis, so the on-site term is

$$\sum_a2t_a\mathcal P_a=\sum_at_a(1+\mathbf n_a\cdot\boldsymbol\tau). \tag{4}$$

The oxygen between the two metals does more. Its $p$ orbital is odd, so it presents lobes of opposite sign to the two ions, while the directed $d$ orbital is even. The two couplings are $-V_a$ and $+V_a$. Their product in $BB^T/\Delta_{ct}$ is a hopping matrix

$$-t_a\mathcal P_a$$

between the sites. The ligand shift and the hopping therefore have the same strength.

In a tetragonal film $t_x=t_y$. With $\mathbf n_x+\mathbf n_y=-\mathbf n_z$, equation (4) becomes

$$(2t_x+t_z)+(t_z-t_x)\tau_3 .$$

The first term shifts every state alike and is dropped from here on. A splitting $\Delta$ is written $(\Delta/2)\tau_3$, so

$$\boxed{\Delta=2(t_z-t_x)} \tag{5}$$

In-plane tension lengthens the in-plane bonds and shortens the vertical ones. Then $t_z>t_x$ and $\Delta>0$: the orbital $x^2-y^2$ is lower.

To connect this with strain, let $t_a$ fall as a power $p$ of the bond length at fixed $\Delta_{ct}$:

$$t_a=t_0(1+\varepsilon_a)^{-p}. \tag{6}$$

The film is clamped to an in-plane strain $\varepsilon$ and free at its surface. For an isotropic elastic film with Young's modulus $Y$, Poisson ratio $\nu$ and in-plane stress $\sigma$,

$$Y\varepsilon=(1-\nu)\sigma,\qquad Y\varepsilon_z=-2\nu\sigma,$$

so that

$$\varepsilon_z=-\frac{2\nu}{1-\nu}\,\varepsilon. \tag{7}$$

To first order in strain, (5)–(7) give

$$\Delta\simeq2pt_0(\varepsilon-\varepsilon_z)=2pt_0\,\frac{1+\nu}{1-\nu}\,\varepsilon .$$

Tilts of the octahedra would take up part of the strain without changing bond lengths. They are absent here, so the estimate assigns all of the strain to the bonds.

### Two independent electrons on an in-plane bond

Set $U=0$ and write $t=t_x$. Combine equal orbitals on the two sites into even and odd states. The hopping is $-t\mathcal P_x$ in the even states and $+t\mathcal P_x$ in the odd ones:

$$h_\pm=\frac{\Delta}{2}\tau_3\mp\frac t2(1+\mathbf n_x\cdot\boldsymbol\tau)
=\mp\frac t2-\frac12\mathbf B_\pm\cdot\boldsymbol\tau,$$

$$\mathbf B_\pm=\pm t\,\mathbf n_x-\Delta\,\mathbf n_z .$$

Since $\mathbf B\cdot\boldsymbol\tau$ has eigenvalues $\pm|\mathbf B|$, the lowest level of each sector is $\mp t/2-|\mathbf B_\pm|/2$. The even level is the lower one if $|\mathbf B_-|-|\mathbf B_+|<2t$. By the triangle inequality the left side cannot exceed $|\mathbf B_--\mathbf B_+|=2t$, and equality would require collinear vectors. For $t>0$ and an in-plane bond they are collinear only at $\Delta=0$, where $|\mathbf B_-|=|\mathbf B_+|$ and the inequality holds anyway. Both electrons, with opposite spins, therefore occupy the lowest even level.

In that level the pseudospin points along $\mathbf B_+$, whose components are

$$B_1=-\frac{\sqrt3}{2}t,\qquad B_3=-\frac t2-\Delta.$$

Its squared length is

$$\frac34t^2+\frac14t^2+\Delta t+\Delta^2=\Delta^2+\Delta t+t^2 .$$

The polarisation is the third component of the unit vector:

$$\boxed{P=-\frac{\Delta+t/2}{\sqrt{\Delta^2+\Delta t+t^2}}}\qquad(U=0,\ \text{in-plane bond}). \tag{8}$$

At $\Delta=0$ this gives $P=-\tfrac12$, not zero. Hopping favours $3x^2-r^2$, which contains one quarter of $3z^2-r^2$ and three quarters of $x^2-y^2$. The two orbitals are equally filled at $\Delta=-t/2$, where compression offsets the preference of the bond. For $\Delta\to\pm\infty$, $P\to\mp1$.

For small $\Delta$, the numerator of (8) divided by $t$ is $\tfrac12+\Delta/t$, and the inverse root is $1-\Delta/(2t)$ to first order. Hence

$$P\simeq-\left(\frac12+\frac{\Delta}{t}\right)\left(1-\frac{\Delta}{2t}\right)
\simeq-\frac12-\frac{3}{4}\frac{\Delta}{t}. \tag{9}$$

The approach to saturation follows from $1-P^2=B_1^2/|\mathbf B_+|^2$. For large positive $\Delta$ it gives $P\simeq-1+3t^2/(8\Delta^2)$: hopping leaves a remainder that falls as the square of $t/\Delta$.

### Two independent electrons on a vertical bond

Now $t=t_z$ and $\mathbf B_+=(t-\Delta)\mathbf n_z$. There is no component along direction 1, so the field can only shrink, vanish and reverse:

$$P=\begin{cases}+1,&\Delta<t,\\-1,&\Delta>t.\end{cases} \tag{10}$$

The electrons either share the bonding $3z^2-r^2$ level at $\Delta/2-t$, or occupy $x^2-y^2$ at $-\Delta/2$, which does not hop along $z$. The levels cross at $\Delta=t$.

### Numbers without repulsion

The parameters are rough values for a perovskite nickelate such as LaNiO$_3$. In its ionic picture a low-spin Ni ion has one $e_g$ electron, which is why this filling is relevant. Take $t_0=0.5$ eV, $p=7$ and $\nu=0.3$.

For 2 % tension, (7) gives $\varepsilon_z=-1.714$ %. Then

$$t_x=0.5(1.02)^{-7}=0.4353\ \text{eV},\qquad t_z=0.5(0.98286)^{-7}=0.5643\ \text{eV},$$

and $\Delta=2(0.5643-0.4353)\simeq0.258$ eV. Equation (8) gives

$$P=-\frac{0.2581+0.2177}{\sqrt{0.0666+0.1124+0.1895}}=-0.78 .$$

For 2 % compression, $t_x=0.5760$ eV, $t_z=0.4439$ eV and $\Delta=-0.264$ eV. This is close to $-t_x/2=-0.288$ eV, so $P=-0.05$.

The vertical dimer stays at $P=+1$ in both films, since $\Delta<t_z$. By (5), switching it would require $2(t_z-t_x)=t_z$, or $t_z=2t_x$. Solving this numerically with (6) and (7) gives a tension of 5.3 %. The in-plane dimer reaches $P=0$ when $t_z=\tfrac34t_x$, at a compression of 2.2 %. A strain of 5 % strains the use of linear elasticity and of one power law, so the first figure is only a scale.

### Covalency and other neighbours

Equation (3) allows the neglect of $E$ beside $\Delta_{ct}$ to be judged. Rewritten as

$$E(E+\Delta_{ct})\,d=BB^Td,$$

it shows that $d$ is an eigenvector of $BB^T$ whatever the size of $\Delta_{ct}$. For the metal-like levels, $E>0$ and the left-hand factor grows with $E$, so their order is unchanged too. At $U=0$, finite covalency therefore leaves the polarisation of the metal part of these levels as it was, provided the $t_a$ are held fixed and all ligand levels coincide. What changes is their metal weight. From $|\ell|^2=E|d|^2/(E+\Delta_{ct})$ it is

$$\frac{|d|^2}{|d|^2+|\ell|^2}=\frac{E+\Delta_{ct}}{2E+\Delta_{ct}} .$$

With $\Delta_{ct}=4$ eV, diagonalizing the cluster of 4 metal and 11 oxygen orbitals gives weights of 0.86 under tension and 0.85 under compression. The level spacings also change, and this would matter once $U$ is present. The filled oxygen-like levels contain some metal character too, which $P$ leaves out here.

Other metal neighbours have a direct effect on $P$. For an infinite plane at $U=0$, summing the hopping over the four neighbours gives

$$h(\mathbf k)=\frac\Delta2\tau_3-2t_x(\cos k_x\,\mathcal P_x+\cos k_y\,\mathcal P_y),$$

with wavevectors in units of the inverse lattice spacing. Filling the lowest quarter of the states on a $120\times120$ mesh gives $P=-0.61$ for the tensile film and $-0.26$ for the compressed one. The dimer values were $-0.78$ and $-0.05$. Relative to a single plane, isolating one bond thus shifts $P$ by about 0.2 in these two cases. A single plane still favours $x^2-y^2$, with $P=-0.45$ at zero strain. Stacking the planes adds the term $-2t_z\cos k_z\,\mathcal P_z$. The three-dimensional lattice has $P=0$ without strain, and only about $-0.055$ for the tensile film and $+0.055$ for the compressed one.

## Second half: repulsion and the loss of the hopping scale

### Symbols and results carried over

The polarisation $P$ is $+1$ when both electrons are in $3z^2-r^2$ and $-1$ when both are in $x^2-y^2$. The splitting $\Delta$ is positive under in-plane tension. The hopping matrix for a bond along $a$ is $-t\mathcal P_a$, with $\mathcal P_a=(1+\mathbf n_a\cdot\boldsymbol\tau)/2$, $\mathbf n_x=(-\sqrt3/2,-1/2)$ and $\mathbf n_z=(0,1)$. Here $t$ means $t_x$ for an in-plane bond and $t_z$ for a vertical one, and strain gives $\Delta=2(t_z-t_x)$. Without repulsion, the in-plane dimer has $P=-\tfrac12-3\Delta/(4t)$ at small $\Delta$, and the vertical dimer jumps at $\Delta=t$.

Now let any two electrons on the same site repel with energy $U$, whatever their orbitals and spins. Hund's coupling $J$ is zero in the derivation.

Without repulsion, the polarisation of an in-plane dimer turns gradually with the strain splitting, while that of a vertical dimer jumps when the splitting equals the hopping. It remains to find how on-site repulsion changes both responses, and how far the results can be carried over to a real nickelate film.

Numbers in the example were calculated in double precision.
